# The homogeneous coercive field in second-order Landau theory

A ferroelectric with one polar axis has the free-energy density

\[
F(P)=-\tfrac12 aP^2+\tfrac14 bP^4-EP,\qquad a>0,\; b>0 .
\]

Here \(P\) is the polarization along the axis and \(E\) is the electric field inside the material along the same axis. The polarization is the same at every point of the sample. The field is swept so slowly that \(P\) always sits in a local minimum of \(F\) as long as that minimum exists, and thermal fluctuations do not carry it over a barrier. These assumptions hold in parts (a) to (e). The later parts relax some of them, as stated there.

The coercive field \(E_c\) is the field at which \(P\) passes through zero when the sample, first polarized in the negative direction, is driven by an increasing positive field.

## (a) States without a field

**Find the stationary states at \(E=0\), decide which are stable, and find the barrier between them.**

The first two derivatives are

\[
F'(P)=-aP+bP^3-E,\qquad F''(P)=-a+3bP^2 .
\]

At \(E=0\) the condition \(F'=0\) reads \(P(bP^2-a)=0\), so \(P=0\) or \(P=\pm P_s\) with

\[
P_s=\sqrt{a/b}.
\]

Since \(F''(0)=-a<0\), the unpolarized state is a maximum. Since \(F''(\pm P_s)=-a+3a=2a>0\), the polarized states are minima. Their energy is

\[
F(\pm P_s)=-\frac{a}{2}\frac{a}{b}+\frac b4\frac{a^2}{b^2}=-\frac{a^2}{4b},
\]

while \(F(0)=0\). The barrier is therefore \(a^2/(4b)\) per unit volume.

A small positive field lowers the positive minimum and raises the negative one. The energies are equal only at \(E=0\), so a material that always took its lowest state would have no hysteresis. A finite coercive field comes from metastability.

## (b) The end of the metastable state

**Start at \(P=-P_s\) and increase \(E\) from zero. Find the field at which the negative state ceases to exist, and show that it is the coercive field.**

A stationary state obeys \(E=\mathcal E(P)\), where

\[
\mathcal E(P)=-aP+bP^3,\qquad \mathcal E'(P)=-a+3bP^2=F''(P).
\]

The slope of the curve \(\mathcal E(P)\) thus decides stability: rising parts are minima of \(F\), falling parts are maxima. The slope vanishes at \(P=\pm P_f\), with

\[
P_f=\sqrt{\frac{a}{3b}}=\frac{P_s}{\sqrt3}.
\]

As \(E\) grows from zero, the state moves from \(-P_s\) up the rising part of the curve to \(-P_f\). The field there is

\[
\mathcal E(-P_f)=aP_f-bP_f^3=P_f\,(a-bP_f^2)=P_f\left(a-\frac a3\right)=\frac23\,aP_f ,
\]

where \(bP_f^2=a/3\) was used. Inserting \(P_f\) gives

\[
\boxed{E_c=\frac{2a}{3}\sqrt{\frac{a}{3b}}=\frac{2a^{3/2}}{3\sqrt{3b}}}
\]

It remains to show that \(P\) crosses zero at this field. For \(P<-P_f\) the curve rises, and for \(-P_f<P<0\) it falls, so \(E_c\) is the largest value of \(\mathcal E\) for \(P\le0\). If \(E>E_c\), then \(F'(P)=\mathcal E(P)-E<0\) for every \(P\le 0\). The energy falls continuously towards positive \(P\), and nothing can hold the state at negative \(P\). For \(0\le E<E_c\) the negative minimum still exists and the state stays in it. The field of instability is therefore the coercive field. Because \(F\) is unchanged when \(P\) and \(E\) both change sign, the reverse sweep switches at \(-E_c\).

In units of the natural field \(aP_s\),

\[
\frac{E_c}{aP_s}=\frac{2}{3\sqrt3}\approx0.385 .
\]

The result was tested without using the stationarity condition. For \((a,b)=(1,1)\), \((0.3,2.5)\) and \((4,0.2)\), in scaled units, \(F\) was tabulated on a grid and the largest field with a local minimum at negative \(P\) was located. The largest deviation, relative to the formula, was \(1.4\times10^{-7}\).

## (c) The jump

**Find the polarization reached after the jump at \(E_c\).**

At \(E=E_c\) the minimum and the barrier top have merged at \(-P_f\), so the cubic \(bP^3-aP-E_c\) has a double root there. It has no \(P^2\) term, so its three roots add to zero and the third is \(2P_f\). Expansion confirms this:

\[
b(P+P_f)^2(P-2P_f)=bP^3-3bP_f^2P-2bP_f^3=bP^3-aP-E_c ,
\]

because \(3bP_f^2=a\) and \(2bP_f^3=\tfrac23aP_f=E_c\). The state lands at \(2P_f=2P_s/\sqrt3\approx1.15\,P_s\). There \(F''=-a+12bP_f^2=3a>0\), so it is stable. When the field is then removed, \(P\) relaxes to \(P_s\).

## (d) Energy lost, and the barrier just before the jump

**Find the energy released at the jump, the area of the loop, and the barrier for \(E\) slightly below \(E_c\).**

With \(bP_f^4=\tfrac13aP_f^2\) and \(E_cP_f=\tfrac23aP_f^2\), the energies before and after the jump are

\[
F(-P_f)=aP_f^2\left(-\tfrac12+\tfrac1{12}+\tfrac23\right)=\tfrac14aP_f^2,
\]

\[
F(2P_f)=aP_f^2\left(-2+\tfrac43-\tfrac43\right)=-2aP_f^2 .
\]

The drop is

\[
\Delta F_{\rm jump}=\tfrac94aP_f^2=\frac{3a^2}{4b}.
\]

For the loop area, note that along a branch of minima

\[
\frac{dF}{dE}=\frac{\partial F}{\partial E}+F'\frac{dP}{dE}=-P,
\]

since \(F'=0\). The integral of \(P\) over \(E\) along a branch is therefore the initial \(F\) minus the final \(F\). From \(-E_c\) to \(E_c\), the upper branch goes from \(\tfrac14aP_f^2\) to \(-2aP_f^2\), and by symmetry the lower branch goes from \(-2aP_f^2\) to \(\tfrac14aP_f^2\). The area is

\[
\int_{-E_c}^{E_c}(P_{\rm up}-P_{\rm low})\,dE=\left(\tfrac94+\tfrac94\right)aP_f^2=\frac{3a^2}{2b}.
\]

This equals two energy drops: in a slow cycle, all the loss occurs in the two jumps.

Close to the instability, put \(P=-P_f+\delta\). The linear term of \(\mathcal E\) vanishes and its second derivative is \(6bP=-6bP_f\), so to leading order

\[
F'=(E_c-E)-3bP_f\,\delta^2 .
\]

The minimum and the barrier top lie at \(\delta=\mp\delta_0\), with \(\delta_0^2=(E_c-E)/(3bP_f)\). The barrier is the integral of \(F'\) between them:

\[
\Delta F=2(E_c-E)\delta_0-2bP_f\delta_0^3=\tfrac43(E_c-E)\delta_0 .
\]

Since \(3bP_f=\sqrt{3ab}\),

\[
\Delta F\simeq\frac43\,\frac{(E_c-E)^{3/2}}{(3ab)^{1/4}} .
\]

The power \(3/2\) means that the barrier becomes very low before the field reaches \(E_c\), which matters for small volumes.

## (e) Measurable quantities and a numerical case

**Express \(E_c\) through \(P_s\) and the susceptibility \(\chi\) of the polarized state. Evaluate it for \(P_s=50\ \mu\mathrm{C/cm^2}\) and relative permittivity 45.**

The small-signal response at \(P_s\) is the inverse slope of \(\mathcal E\):

\[
\varepsilon_0\chi=\frac{dP}{dE}\bigg|_{P_s}=\frac1{2a}
\quad\Longrightarrow\quad a=\frac{1}{2\varepsilon_0\chi}.
\]

With \(P_f=P_s/\sqrt3\),

\[
E_c=\frac23aP_f=\frac{P_s}{3\sqrt3\,\varepsilon_0\chi}.
\]

The inputs are rough values in the regime of lithium tantalate, a uniaxial ferroelectric with a continuous transition. Here \(P\) is the whole polarization, including the electronic part, so \(\chi=45-1=44\). Then

\[
a=\frac{1}{2(8.854\times10^{-12})(44)}=1.283\times10^{9}\ \mathrm{m/F},
\]

\[
b=\frac{a}{P_s^2}=\frac{1.283\times10^9}{(0.50)^2}=5.13\times10^9\ \mathrm{m^5/(C^2F)} .
\]

The instability lies at \(P_f=50/\sqrt3=28.9\ \mu\mathrm{C/cm^2}\), and

\[
E_c=\tfrac23(1.283\times10^9)(0.289)\ \mathrm{V/m}\approx2.5\ \mathrm{MV/cm}=0.25\ \mathrm{V/nm}.
\]

Across a 100 nm film this is about 25 V. Applying the quartic form to the whole polarization is an assumption. If the electronic part is treated as a linear background of permittivity about 4.7, \(\chi\) is replaced by \(45-4.7\) and \(E_c\) rises by about 9 %, to 2.7 MV/cm.

## (f) Time, temperature and a higher-order term

**Estimate how a finite sweep rate, thermal escape, a change of temperature and a sixth-order energy term alter \(E_c\).**

*Sweep rate.* Let \(\gamma\,dP/dt=-F'\). With \(p=P/P_s\), \(e=E/(aP_s)\) and time in units of \(\gamma/a\), this becomes \(dp/dt=p-p^3+e\). At the instability the driving force vanishes, so the state needs time to leave, and the field grows meanwhile. For \(e=rt\), starting from \(p=-1\), the crossing of \(p=0\) occurs above \(E_c\) by 4.9 %, 1.1 % and 0.23 % of \(E_c\) for \(r=10^{-3}\), \(10^{-4}\) and \(10^{-5}\). The excess shrinks as the sweep slows, as the static result requires.

*Thermal escape.* Suppose that a cube of edge \(L\) reverses as one unit, with attempt rate \(\nu=10^{12}\ \mathrm{s^{-1}}\) and waiting time \(t=1\) s at 300 K. Setting \(\nu t\,e^{-\Delta F L^3/k_BT}=1\) gives an accessible barrier \(k_BT\ln(\nu t)=0.714\) eV. In scaled form the law of part (d) is

\[
\frac{\Delta F}{aP_s^2}=\frac43\,\frac{(e_c-e)^{3/2}}{3^{1/4}},\qquad e_c=0.385 .
\]

The zero-field barrier \(aP_s^2/4\) is 0.501 eV/nm³, so \(aP_s^2=2.00\) eV/nm³. For \(L=10\) nm the left side is \(0.714/2000=3.6\times10^{-4}\), hence \(e_c-e\approx0.005\), or 1.3 % of \(e_c\). The full barrier gives the same 1.3 %, and for \(L=3\) nm it gives a reduction of 14 %. With a gradient energy \(\tfrac g2|\nabla P|^2\), reversal as one unit can be the cheapest path only if \(|F''|\) at the barrier top is below \(g\pi^2/L^2\), that is, if \(\sqrt{g/a}\) exceeds about 1.4 nm for the larger cube and 0.7 nm for the smaller one. For narrower walls a non-uniform path has a lower barrier and the reduction is larger.

*Temperature.* Let \(a=a_0(T_0-T)\) with constant \(b\). Then \(E_c\propto(T_0-T)^{3/2}\), which vanishes at the transition, and

\[
\frac{1}{E_c}\frac{dE_c}{dT}=-\frac{3}{2(T_0-T)} .
\]

For \(T_0=900\) K, a rough value, and \(T=300\) K this is \(-0.25\) % per kelvin. This extrapolates the linear law to 600 K below \(T_0\), which is an assumption and not a result of the model. It also implies \(dP_s/dT=-P_s/[2(T_0-T)]\approx-4\times10^{-4}\ \mathrm{C/(m^2K)}\), roughly twice the room-temperature pyroelectric coefficient of lithium tantalate, so the figure probably overstates the drift.

Self-heating can be larger. One reversal dissipates half the loop area, \(3a^2/(4b)=241\ \mathrm{J/cm^3}\). With a rough heat capacity of \(3\ \mathrm{J/(cm^3\,K)}\) and no escape of heat, the temperature rises by about 80 K, if the effect of temperature changes during the sweep on the loop is neglected. The next coercive field is then lower by the factor \((520/600)^{3/2}\approx0.81\), a change of \(-19\) %. The neglected effect amounts to a few per cent: in an adiabatic sweep the fall of \(P^2\) cools the sample by about 17 K on the way to the instability, which raises each switching field by about 4 %.

*Sixth-order term.* Let \(x\) be the ratio of the sixth-order to the fourth-order part of the field at \(P_s\). With \(u=P/P_s\),

\[
\mathcal E=A\left[-(1+x)u+u^3+xu^5\right].
\]

This keeps the zero at \(u=1\). The slope there is \(A(2+4x)\), and holding \(\chi\) fixed requires it to equal \(2aP_s\), so \(A=aP_s/(1+2x)\). For the chosen value \(x=0.2\), the extremum condition \(u^4+3u^2=1.2\) gives \(u=-0.598\) and \(\mathcal E=0.349\,aP_s\). This is 9.4 % below the fourth-order result.

## (g) Electrodes and clamped strain

**Find how \(E_c\) changes (i) in a film with a thin non-ferroelectric interface layer, and (ii) when the strain cannot follow the polarization.**

(i) Let the film have thickness \(d\) and the layer thickness \(t_i\) and permittivity \(\varepsilon_i\), and define \(\lambda=t_i/\varepsilon_i\). Without free charge between them, \(\varepsilon_0\varepsilon_iE_i=\varepsilon_0E+P\). The voltage is

\[
V=Ed+E_it_i=E(d+\lambda)+\frac{\lambda P}{\varepsilon_0}.
\]

Solving for \(E\) and inserting \(E=-aP+bP^3\) gives

\[
\frac{V}{d+\lambda}=-\left[a-\frac{\lambda}{\varepsilon_0(d+\lambda)}\right]P+bP^3 .
\]

This is the original problem with a smaller \(a\), and with \(V/(d+\lambda)\) as the applied field. For \(d=100\) nm and a chosen \(\lambda=0.01\) nm, the applied field \(V/(d+\lambda)\) at which the film switches is 1.3 % below \(E_c\). The field inside the ferroelectric at that moment is almost unchanged. The bracket becomes negative once \(\lambda/(d+\lambda)>a\varepsilon_0=0.0114\), here for \(\lambda\) slightly above 1 nm. Beyond this no uniform polar solution exists, but the uniform state is lost earlier. At \(V=0\) its local curvature is \(F''=2a-3\lambda/[\varepsilon_0(d+\lambda)]\), which is negative from \(\lambda\approx0.76\) nm, and slightly above that value the film becomes unstable to splitting into domains, which this uniform model excludes. A plate with no screening corresponds to \(\lambda\to\infty\). Since \(a\varepsilon_0<1\) here, the uniform polar state then needs electrodes or other compensating charge.

(ii) Keep one strain component \(S\), with stiffness \(c\), and add \(\tfrac c2(S-QP^2)^2\) to \(F\). If the strain is free, \(S=QP^2\) and the term vanishes, so \(a\) and \(b\) above are those of the free crystal. If \(S\) is held at \(QP_s^2\), the term adds to \(\mathcal E\) the amount

\[
-2cQP\,(QP_s^2-QP^2)=2cQ^2(P^3-P_s^2P).
\]

The original curve is \(b(P^3-P_s^2P)\), which has the same shape. Hence \(E_c\) is multiplied by \(1+2cQ^2/b\). The piezoelectric coefficient is \(d_{33}=d(QP^2)/dE=2QP_s\varepsilon_0\chi\), and \(1/b=2\varepsilon_0\chi P_s^2\), so

\[
\frac{2cQ^2}{b}=\frac{2c\,d_{33}^2}{4P_s^2(\varepsilon_0\chi)^2}\,2\varepsilon_0\chi P_s^2=\frac{c\,d_{33}^2}{\varepsilon_0\chi}.
\]

With the rough values \(d_{33}=8\) pm/V and \(c=270\) GPa, \(E_c\) rises by 4.4 %. These values describe clamping along the polar axis. A substrate clamps the in-plane strains instead, and other coefficients then enter.

## (h) Domain walls and the real crystal

**Explain why a sample that contains a domain wall can reverse far below \(E_c\), and compare the numerical case with a real crystal.**

When a wall between \(+P_s\) and \(-P_s\) advances by \(dx\), a slab of that thickness changes sign. To first order in the field the energy per unit area changes by \(-2EP_s\,dx\). In a continuous medium without defects the energy of the wall does not depend on its position, so any positive field drives it. No part of the sample far from the wall has to become unstable.

A gradient energy turns the relaxation equation into \(\partial_tp=\partial_x^2p+p-p^3+e\) in scaled length. This was integrated over a length of 100 and a time of 200 at \(E=0.10\,E_c\). The reversed fraction, counted on a grid of spacing 0.25 so that the third digit is uncertain by about 0.002, grew from 0.253 to 0.415, while the far end stayed negatively polarized. At zero field the fraction remained 0.253.

Crystals of congruent lithium tantalate reverse by nucleation of domains and motion of walls, at roughly 0.2 MV/cm. The uniform model gives about 12 times as much. The congruent value is itself raised by defects that pin the walls; near-stoichiometric crystals reverse at much lower fields, so the ratio depends on composition. Uniform reversal is thus the assumption that fails, and its effect far exceeds the corrections in (f) and (g) for the settings used there. The breakdown strength of such a crystal is of the rough order of 1 MV/cm, so a bulk sample may well fail electrically before reaching the model's 2.5 MV/cm.

Tunnelling from band to band does not set that limit in a simple estimate. Take a triangular barrier of height \(\phi\) and width \(\phi/(eE)\), where \(e\) now denotes the elementary charge, and let \(m\) be the free electron mass. The tunnelling probability is roughly \(\exp(-G)\), with \(G\) equal to

\[
\frac2\hbar\,\frac{\phi}{eE}\sqrt{2m\phi}\int_0^1\!\sqrt{1-s}\;ds=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eE}.
\]

At \(E_c\) the exponent \(G\) is about 260 for a gap of roughly 4.5 eV, which makes the process negligible. This is a high estimate: a two-band barrier gives about 160 with the free mass and about 70 with a fifth of it, which is still negligible. For an assumed contact barrier of 1.0 eV it is 28, so injection from the electrodes is far less strongly suppressed. The formula for \(E_c\) therefore gives the field scale of uniform reversal. It predicts a switching field only where walls and nuclei are absent, the field can be sustained, and the corrections above are small. The numerical output lists the main values used here.

## Numbers as computed

```
Largest relative error of Ec from energy scan: 1.4e-07
Scaled coercive field Ec/(a Ps): 0.38490
Scaled loop area (units a^2/b): 1.50000
Scaled energy drop at jump (units a^2/b): 0.75000
Scaled sweep rate 1e-03: jump above Ec by 4.92 %
Scaled sweep rate 1e-04: jump above Ec by 1.08 %
Scaled sweep rate 1e-05: jump above Ec by 0.23 %
Wall test field / Ec: 0.10
Wall test, reversed fraction at start: 0.253
Wall test, reversed fraction at end: 0.415
Zero-field control, fraction at end: 0.253
Ps (rough input): 50 uC/cm2
Relative permittivity (rough input): 45
Temperature of use: 300 K
Transition temperature T0 (rough input): 900 K
a: 1.283e+09 m/F
b: 5.134e+09 m^5/(C^2 F)
Pf, polarization at the fold: 28.9 uC/cm2
2 Pf, polarization after the jump: 57.7 uC/cm2
Ec: 2.47 MV/cm = 0.247 V/nm
Film thickness: 100 nm
Voltage Ec times film thickness: 24.7 V
Zero-field barrier: 0.501 eV/nm3
Measured coercive field (rough): 0.2 MV/cm
Ec / measured coercive field: 12
Breakdown strength (rough order): 1 MV/cm
Ec / breakdown strength: 2.5
Band gap (rough input): 4.5 eV
Tunnelling exponent across gap at Ec: 264
Contact barrier (round input): 1.0 eV
Tunnelling exponent at contact at Ec: 28
Attempt rate (round input): 1e+12 1/s
Waiting time: 1 s
Barrier crossed in that time: 0.714 eV
Thermal change of Ec, 10 nm cube: -1.3 %
Thermal change of Ec, 3 nm cube: -14.4 %
Interface thickness/permittivity: 0.01 nm
Change of Ec by imperfect screening: -1.32 %
a*eps0 (unscreened plate needs > 1): 0.0114
d33 (rough input): 8 pm/V
Stiffness (rough input): 270 GPa
Change of Ec by clamped strain: 4.4 %
Sixth/fourth-order field ratio at Ps: 0.2
Change of Ec by sixth-order term: -9.4 %
Temperature drift of Ec: -0.250 %/K
Energy dissipated per reversal: 241 J/cm3
Heat capacity (rough input): 3 J/(cm3 K)
Heating per reversal, no heat escape: 80 K
Change of next Ec by that heating: -19 %
```
